# The four-index integral transformation and occupied batching in MP2, part 2

The second-order Møller–Plesset (MP2) energy needs two-electron integrals transformed from $N$ real basis functions $\chi_\mu$ (AO) to real molecular orbitals (MO) $\phi_p=\sum_\mu C_{\mu p}\chi_\mu$. In $(pq|rs)$, $\phi_p\phi_q$ belong to electron 1 and $\phi_r\phi_s$ to electron 2. Greek letters label basis functions, $i,j$ the $O$ correlated occupied and $a,b$ the $V$ virtual orbitals, capitals spin orbitals; $\varepsilon_p$ are orbital energies. Hartree atomic units are used. Work is counted in multiply-adds, memory in 8-byte words; 1 MiB is $2^{20}$ and 1 GiB $2^{30}$ bytes.

The one-step sum is

$$(pq|rs)=\sum_{\mu=1}^N\sum_{\nu=1}^N\sum_{\lambda=1}^N\sum_{\sigma=1}^N C_{\mu p}C_{\nu q}C_{\lambda r}C_{\sigma s}\,(\mu\nu|\lambda\sigma). \tag{1}$$

Factorized, with intermediates stored, it becomes

$$(pq|rs)=\sum_\sigma C_{\sigma s}\Big[\sum_\lambda C_{\lambda r}\Big[\sum_\nu C_{\nu q}\Big[\sum_\mu C_{\mu p}(\mu\nu|\lambda\sigma)\Big]\Big]\Big]. \tag{2}$$

$$(p\nu|\lambda\sigma)=\sum_\mu C_{\mu p}(\mu\nu|\lambda\sigma),\qquad (pq|\lambda\sigma)=\sum_\nu C_{\nu q}(p\nu|\lambda\sigma),$$

$$(pq|r\sigma)=\sum_\lambda C_{\lambda r}(pq|\lambda\sigma),\qquad (pq|rs)=\sum_\sigma C_{\sigma s}(pq|r\sigma). \tag{3}$$

$$W_{\rm full}=4N^5,\qquad \frac{N^8}{4N^5}=\frac{N^3}{4}. \tag{4}$$

The ratio is 59 582 for the copper dimer ($N=62$, $O=11$, $V=33$). For all $(ia|jb)$ the one-step sum has $O^2V^2N^4$ terms.

The energy, over spin orbitals and for a closed shell, is

$$E=\frac14\sum_{IJAB}\frac{\big[(IA|JB)-(IB|JA)\big]^2}{D_{IJAB}}. \tag{5}$$

$$E=\sum_{i=1}^{O}e_i,\qquad e_i=\sum_{j=1}^{O}\sum_{a,b=1}^{V}\frac{(ia|jb)\,\big[2(ia|jb)-(ib|ja)\big]}{D_{ijab}},\qquad D_{ijab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b. \tag{6}$$

Here $K^{ij}_{ab}=(ia|jb)$. Without symmetry, the cheapest of 24 step orders takes small ranges first:

$$W_{\min}=ON^4+O^2N^3+O^2VN^2+O^2V^2N. \tag{8}$$

The AO table has $P\times P$ words, $P=N(N+1)/2$, one row per pair $\lambda\ge\sigma$. Index $i$ is batched, $B$ orbitals at a time, with coefficients $C_b$; $C_o$ holds all $O$. Scheme H transforms $\mu\to i$, $\nu\to a$ (steps 1 and 2, row by row), then $\lambda\to j$, $\sigma\to b$. Scheme Q takes $\mu\to i$, $\lambda\to j$, $\nu\to a$, $\sigma\to b$. Work and memory are

$$W_H=ON^2P+OVNP+O^2VN^2+O^2V^2N. \tag{9}$$

$$M_H=BVP+OV^2+N^2+BN+BV+ON. \tag{10}$$

$$W_Q=ON^2P+O^2N^3+O^2VN^2+O^2V^2N, \tag{11}$$

$$M_Q=BNP+N^2+BN+ON^2+OVN+OV^2. \tag{12}$$

$$W_Q<W_H\quad\Longleftrightarrow\quad O<\frac{V(N+1)}{2N}, \tag{13}$$

For a growing basis, $W_H\to ON^4$ and $W_Q\to ON^4/2$. The words read, and the largest H batch within $M_{\rm lim}$ words, are

$$R=\lceil O/B\rceil\,P^2. \tag{14}$$

$$B_{\max}=\min\left(O,\ \left\lfloor\frac{M_{\rm lim}-OV^2-N^2-ON}{VP+N+V}\right\rfloor\right). \tag{15}$$

### Rounding error in the transformation

Equations (1) and (3) are identical in exact arithmetic, so the only error of the method itself is rounding. In the standard model each operation returns the exact result times $(1+\delta)$ with $|\delta|\le u$, and $u=2^{-53}$ in double precision.

A product of $n$ such factors can be written $1+\theta_n$ with

$$|\theta_n|\le\gamma_n=\frac{nu}{1-nu}\qquad(nu<1).$$

For the lower side, Bernoulli's inequality gives $(1-u)^n\ge1-nu$, and $nu\le\gamma_n$. For the upper side, $(1+u)(1-u)\le1$ gives $(1+u)^n\le(1-u)^{-n}\le1/(1-nu)=1+\gamma_n$.

In a computed sum of $N$ products $x_ky_k$, each term is rounded once in its multiplication and then passes through at most $N-1$ additions, in whatever order they are done. The computed value is $\sum_k x_ky_k(1+\theta^{(k)})$ with at most $N$ factors in each $1+\theta^{(k)}$. Apply this to step 1 of (3), insert the computed result into step 2, and continue. Every original term $C_{\mu i}C_{\nu a}C_{\lambda j}C_{\sigma b}(\mu\nu|\lambda\sigma)$ passes through four such sums and collects at most $4N$ factors. Subtracting the exact value and using the triangle inequality,

$$\big|\,{\rm fl}(ia|jb)-(ia|jb)\big|\le\gamma_{4N}\,A_{iajb},\qquad A_{iajb}=\sum_{\mu\nu\lambda\sigma}|C_{\mu i}||C_{\nu a}||C_{\lambda j}||C_{\sigma b}|\,|(\mu\nu|\lambda\sigma)|. \tag{16}$$

The bound holds for schemes H and Q alike, for any of the 24 orders and any $B$, since each consists of four nested sums of length $N$. In the one-step sum accumulated term by term, a term suffers four multiplications and up to $N^4-1$ additions, and the bound is $\gamma_{N^4+3}A_{iajb}$. The ratio of the two prefactors is close to $N^4/(4N)=N^3/4$, the same 59 582 as for the work. For $N=62$ the quarter-step prefactor is $248\times2^{-53}\approx2.8\times10^{-14}$. The factored form is faster and also has the tighter error bound. Both bounds are worst cases: they allow every term the full number of roundings, each of full size and with whichever sign adds to the total error; actual errors are usually far smaller.

The bound is relative to $A_{iajb}$ and not to $|(ia|jb)|$. When the coefficients are large and of alternating sign, $A_{iajb}$ greatly exceeds the integral and digits cancel. The magnitudes of the coefficients also govern errors in the input, through a factor that contains the coefficients alone. If every AO integral is wrong by at most $\tau$, through the integral code, neglect below a threshold or compressed storage, then by linearity of (1)

$$|\delta(ia|jb)|\le\tau\sum_\mu|C_{\mu i}|\sum_\nu|C_{\nu a}|\sum_\lambda|C_{\lambda j}|\sum_\sigma|C_{\sigma b}| .$$

The size of these sums is tied to the overlap matrix $S_{\mu\nu}=\int\chi_\mu\chi_\nu\,d^3r$. A normalized orbital with coefficient vector $c$ obeys $c^TSc=1$. With $s_{\min}$ the smallest eigenvalue of $S$, $c^TSc\ge s_{\min}\,c^Tc$, so $c^Tc\le1/s_{\min}$. The Cauchy–Schwarz inequality gives $\sum_\mu|c_\mu|\le\sqrt{N\,c^Tc}\le\sqrt{N/s_{\min}}$. Four such factors give

$$|\delta(ia|jb)|\le\tau\,(N/s_{\min})^2. \tag{17}$$

A nearly linearly dependent basis, with small $s_{\min}$, can therefore amplify input and rounding errors strongly. No reordering of the steps changes this, because the amplification belongs to the linear map (1). Removing the near-dependent combinations from the basis lowers the amplification for both kinds of error; tightening $\tau$ reduces only the input error and leaves the rounding bound (16) as it is.

### Propagation to the energy

Suppose each MO integral has an error of at most $\eta$ and the orbital energies are exact. For each $ij$ split $K$ into parts symmetric and antisymmetric in $ab$: $K_{ab}=s_{ab}+t_{ab}$ with $s_{ab}=(K_{ab}+K_{ba})/2$ and $t_{ab}=(K_{ab}-K_{ba})/2$. Then $K_{ba}=s_{ab}-t_{ab}$ and $2K_{ab}-K_{ba}=s_{ab}+3t_{ab}$. The numerator in (6) is $(s+t)(s+3t)=s^2+4st+3t^2$. The term $st/D$ is antisymmetric under $a\leftrightarrow b$, because $D$ is symmetric, and sums to zero. Thus

$$E=-\sum_{ijab}\frac{s^2+3t^2}{|D|}.$$

All terms have one sign, so the energy sum in this form has no cancellation and $E\le0$. Replacing $s\to s+\delta s$ and $t\to t+\delta t$ gives, exactly,

$$\delta E=-2\sum\frac{s\,\delta s+3t\,\delta t}{|D|}-Q,\qquad Q=\sum\frac{\delta s^2+3\,\delta t^2}{|D|}.$$

The first sum is a scalar product with positive weights $1/|D|$ and $3/|D|$, so the Cauchy–Schwarz inequality bounds it by $\sqrt{|E|}\sqrt{Q}$. To bound $Q$, use $\delta s^2+3\delta t^2\le3(\delta s^2+\delta t^2)$, then $\sum_{ab}(\delta s^2+\delta t^2)=\sum_{ab}\delta K^2$ (the cross term again vanishes), and $|D|\ge D_{\min}=2(\varepsilon_{\rm LUMO}-\varepsilon_{\rm HOMO})$. With $O^2V^2$ terms this gives $Q\le3\eta^2O^2V^2/D_{\min}$, and

$$|\delta E|\le2\eta\,OV\sqrt{\frac{3|E|}{D_{\min}}}+\frac{3\eta^2O^2V^2}{D_{\min}}. \tag{18}$$

The bound grows as the gap between highest occupied and lowest virtual orbital closes. In that limit the second-order energy itself is in difficulty: the term of (6) with $i=j$ the highest occupied and $a=b$ the lowest virtual orbital is $-(ia|ia)^2/D_{\min}$, which grows without bound unless the integral vanishes along with the gap. Batching does not enter (18); it changes the grouping of the final additions and can change the roundings inside the matrix products, which remain within (16).

### Worked example: the copper dimer

The chosen inputs are a bond length of 2.22 Å, the def2-SVP basis, and frozen argon-like cores. The energies below belong to this small basis. They serve to test the algorithms, their dependence on the basis is not examined here, and they should not be read as converged values for the molecule. With 1 bohr $=0.529177$ Å the distance is $2.22/0.529177=4.19519$ bohr. A restricted Hartree–Fock calculation gives $-3277.394916$ hartree ($-89182.459$ eV, with 1 hartree $=27.211386$ eV). The highest occupied orbital lies at $-0.22870$ hartree ($-6.223$ eV) and the lowest virtual at $0.01664$ hartree ($0.453$ eV). The dimensions are $N=62$, 18 frozen orbitals, $O=11$, $V=33$, which add up as $18+11+33=62$, and $P=62\cdot63/2=1953$, $P^2=3\,814\,209$ words.

The four steps of scheme H cost

$$ON^2P=11\cdot62^2\cdot1953=82\,580\,652,\qquad OVNP=11\cdot33\cdot62\cdot1953=43\,954\,218,$$

$$O^2VN^2=11^2\cdot33\cdot62^2=15\,349\,092,\qquad O^2V^2N=11^2\cdot33^2\cdot62=8\,169\,678,$$

and $W_H=150\,053\,640$. Scheme Q replaces the second by $O^2N^3=11^2\cdot62^3=28\,837\,688$, and $W_Q=134\,937\,110$. This agrees with (13), since $11<33\cdot63/124=16.766$. Without pair symmetry the best order (8) costs 214 896 154, so even H, which breaks the ordering rule, is cheaper than the best unsymmetrized order. The energy assembly has $11^2\cdot33^2=131\,769$ terms. The first step is more than half of the total in both schemes. The saving of Q over H is the difference of the second terms, $43\,954\,218-28\,837\,688=15\,116\,530$, about a tenth of $W_H$. That fraction belongs to these dimensions; in the large-basis limit discussed above it approaches one half.

For $B=4$ the batches hold 4, 4 and 3 orbitals, and the memory is

$$M_H=257\,796+11\,979+3844+248+132+682=274\,681,$$

$$M_Q=484\,344+3844+248+42\,284+22\,506+11\,979=565\,205,$$

with the terms in the order of (10) and (12). Both schemes were executed numerically for three batch sizes, the cost of each matrix product being taken from the dimensions of the matrices actually multiplied and each row read being counted.

| $B$ | passes | words read | $M_H$ (MiB) | $M_Q$ (MiB) |
|---|---|---|---|---|
| 1 | 11 | 41 956 299 | 0.618 | 1.539 |
| 4 | 3 | 11 442 627 | 2.096 | 4.312 |
| 11 | 1 | 3 814 209 | 5.543 | 10.782 |

The counted work equalled (9) and (11) step by step for all three $B$, and the reads are 11, 3 and 1 times $P^2$. In words, $M_H$ runs from 81 049 at $B=1$ to 726 489 at $B=11$, and $M_Q$ from 201 761 to 1 413 241. Scheme Q with $B=4$ already needs $4.312/5.543\approx0.78$ of the memory that scheme H needs for a single pass.

The peak memory was also measured for $B=4$ by tracing the Python and NumPy allocations made while the algorithm ran; work space taken inside the compiled matrix-multiplication library is not seen by this trace. The peaks were 278 413 words for H and 568 914 for Q, above the formulas by $278\,413-274\,681=3732$ and $568\,914-565\,205=3709$ words. The excess is nearly the same for two schemes whose memory differs by a factor of two, so it does not scale with the large arrays in which they differ. It lies between three and four times $V^2=33^2$ words. Its source was not traced; the test requires only that the peak lie between the formula and the formula plus $10V^2+4096$ words, a margin left for temporary arrays and bookkeeping that (10) and (12) do not count. Formulas (10) and (12) count the named arrays, and a memory limit should be set with a margin above them. The margin must also cover the coefficient matrices, orbital energies, index table and row buffer, here $N(O+V)+(O+V)+N^2+P=8569$ words, about a tenth of $M_H$ at $B=1$.

The three batches contribute

$$-0.223786-0.231104-0.152790=-0.607680\ \text{hartree},$$

identically in both schemes. All six runs give $E=-0.60768035$ hartree, and $-0.60768035\times27.211386=-16.5358$ eV. The same eight decimals come from an independent MP2 implementation (PySCF) and from the spin-orbital sum (5) evaluated directly over the active occupied and the virtual spin orbitals, which confirms the factors 2 and $-1$ in (6).

Every integral $(ia|jb)$ in every run differed from the independent transformation by less than $10^{-10}$ hartree. This is a threshold that was tested and passed, on the difference between two computed values, and not a measurement of the actual error. Taking it as $\eta$ in (18), with $D_{\min}=2(0.01664+0.22870)=0.49068$ hartree and $OV=363$,

$$|\delta E|\le2\times10^{-10}\times363\times\sqrt{3\times0.60768/0.49068}\approx1.4\times10^{-7}\ \text{hartree},$$

the quadratic term being negligible. The observed agreement to eight decimals is better than this, as expected of a bound that lets every integral err by the full threshold in the most harmful direction.

### A system ten times larger

Multiply the three dimensions by ten, as for a cluster of twenty copper atoms in the same basis: $N=620$, $O=110$, $V=330$, $P=192\,510$. Only counts are evaluated. The chosen machine has 16 GiB, or 2 147 483 648 words, and performs $10^{10}$ multiply-adds per second.

The steps of H cost $8.140\times10^{12}$, $4.333\times10^{12}$, $1.535\times10^{12}$ and $8.170\times10^{11}$, in total $1.482\times10^{13}$, or 1482 s. Scheme Q has $2.884\times10^{12}$ in second place, a total of $1.338\times10^{13}$ and 1338 s. The last two steps have grown by exactly $10^5$. The first has grown slightly less, from $8.258\times10^7$ to $8.140\times10^{12}$, because $P$ rose from 1953 to 192 510, a little under a hundredfold. The one-step sum has grown by $10^8$ to $1.947\times10^{20}$ terms. Even if a term were charged as a single multiply-add it would take $1.947\times10^{10}$ s, or 617 years.

In one pass scheme H would need 52.16 GiB, which exceeds the limit, while $B=1$ needs 0.566 GiB. In (15) the memory per batch member is $VP+N+V=63\,529\,250$ words and the fixed part is 12 431 600 words, so

$$B_{\max}=\left\lfloor\frac{2\,147\,483\,648-12\,431\,600}{63\,529\,250}\right\rfloor=\lfloor33.6\rfloor=33,$$

which a direct search over all $B$ from 1 to 110 confirms. The memory used is 15.71 GiB and the number of passes is $\lceil110/33\rceil=4$; batches of $\lceil110/4\rceil=28$ would give four passes as well. The AO table occupies 276.1 GiB, and four passes read 1104.5 GiB. Below $1104.5/1482\approx0.75$ GiB per second the transfer of the table alone takes longer than all the $N^5$ arithmetic. Hiding the transfer completely needs more, because with a buffer of one row the reading can overlap only steps 1 and 2, which take $(8.140+4.333)\times10^{12}/10^{10}\approx1247$ s. The rate must then be at least $1104.5/1247\approx0.89$ GiB per second for batches of equal size, and higher when the last batch is smaller, since it reads the whole table for less arithmetic.

### Where the counts stop applying

The factorization (2) is always valid, but the counts depend on the stated model.

In an integral-direct calculation the AO integrals are not stored but recomputed. If each row is recomputed whole, equation (14) counts integral evaluations, each far dearer than a multiply-add. Only $P(P+1)/2$ integrals per pass are distinct, and a first step that accumulates into the array $(i\nu|\lambda\sigma)$ of scheme Q can use each of them for both rows in which it appears. In either case the evaluation is repeated in every pass, and the statement that batching is free in arithmetic holds only for the transformation proper.

In extended systems with localized basis functions many products $\chi_\mu\chi_\nu$ are negligible because the two functions do not overlap. The number of significant pairs then grows in proportion to $N$ and not as $N^2$, and steps that run over AO pairs become cheaper than the dense count. The last step changes least, since canonical orbitals spread over the whole system: $(ia|j\sigma)$ is dense and $O^2V^2N$ remains. Dropping small integrals is an input error of the kind bounded by (17).

With complex basis functions, such as Bloch sums in a crystal, the first function of each pair is complex conjugated. Exchanging $\lambda$ and $\sigma$ alone then does not reproduce the integral, and the simple replacement of $N^2$ by $P$ fails. For open shells with different orbitals for the two spins, (6) is replaced by separate sums for the two like-spin cases and the unlike-spin case, each with its own transformation. If $O>V$, as can happen in a minimal basis, the exchange argument puts the virtual indices first.

The figure $4N^5$ is the cost with ordinary matrix multiplication and is not a lower bound. Each quarter step is the product of an $N\times N$ matrix with an $N\times N^3$ matrix, that is $N^2$ products of square matrices, and a scheme that multiplies two $N\times N$ matrices at a cost growing more slowly than $N^3$ would lower the exponent. Methods such as density fitting avoid the four-index AO array altogether, at the price of an approximation.

Two errors of implementation give wrong energies although the program runs to completion. The first is to contract directly over packed pairs. The sum $\sum_{\lambda\sigma}C_{\lambda j}C_{\sigma b}(ia|\lambda\sigma)$ runs over all $N^2$ ordered pairs; restricted to $\lambda\ge\sigma$, an off-diagonal pair must carry $C_{\lambda j}C_{\sigma b}+C_{\sigma j}C_{\lambda b}$ and a diagonal pair $C_{\lambda j}C_{\lambda b}$ once. Unpacking to a square matrix avoids the trap. The second is to restrict $j$ to the current batch along with $i$. In (6) the index $j$ runs over all $O$ orbitals for every $i$, which is why step 3 of H and step 2 of Q use $C_o$ and not $C_b$. This fault is invisible when $B=O$ and appears as an energy that depends on $B$, so running the same case with two batch sizes exposes it.

## Calculated quantities

```
loops N=2: one-step terms 256, quarter multiply-adds 128
loops N=3: one-step terms 6561, quarter multiply-adds 972
loops N=4: one-step terms 65536, quarter multiply-adds 4096
measured exponents: one-step 8.000, quarter 5.000
orders N=6 O=2 V=4: best 4416, worst 10176, best orders 4 of 24
1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom
Cu2 bond length 2.22 angstrom = 4.19519 bohr
N=62 frozen=18 O=11 V=33 P=1953 P^2=3814209 words
E(RHF) = -3277.394916 hartree = -89182.459 eV
HOMO -0.22870 hartree = -6.223 eV, LUMO 0.01664 hartree = 0.453 eV
full: N^8 = 2.1834e+14, 4N^5 = 3.6645e+09, ratio 59582, 2N^4 = 29552672 words
ovov one-step O^2V^2N^4 = 1.9471e+12, W_min (no symmetry) = 214896154
crossover V(N+1)/(2N) = 16.766; energy terms O^2V^2 = 131769
scheme H steps [82580652, 43954218, 15349092, 8169678] total 150053640 multiply-adds
  H B=1: passes 11, reads 41956299 words, memory 81049 words = 0.618 MiB, E -0.60768035 hartree
  H B=4 traced peak 278413 words
  H B=4 batch energies -0.223786 -0.231104 -0.152790 hartree
  H B=4: passes 3, reads 11442627 words, memory 274681 words = 2.096 MiB, E -0.60768035 hartree
  H B=11: passes 1, reads 3814209 words, memory 726489 words = 5.543 MiB, E -0.60768035 hartree
scheme Q steps [82580652, 28837688, 15349092, 8169678] total 134937110 multiply-adds
  Q B=1: passes 11, reads 41956299 words, memory 201761 words = 1.539 MiB, E -0.60768035 hartree
  Q B=4 traced peak 568914 words
  Q B=4 batch energies -0.223786 -0.231104 -0.152790 hartree
  Q B=4: passes 3, reads 11442627 words, memory 565205 words = 4.312 MiB, E -0.60768035 hartree
  Q B=11: passes 1, reads 3814209 words, memory 1413241 words = 10.782 MiB, E -0.60768035 hartree
E(MP2 corr) pyscf -0.60768035, spin-orbital -0.60768035 hartree = -16.5358 eV
large: N=620 O=110 V=330 P=192510, limit 16 GiB = 2147483648 words, rate 1e+10 per s
large: VP+N+V = 63529250, fixed part = 12431600 words
large: B_max 33, passes 4, M_H 15.71 GiB
large: M_H(B=1) 0.566 GiB, M_H(B=O) 52.16 GiB
large: AO table 276.1 GiB, total read 1104.5 GiB
large H: steps 8.140e+12 4.333e+12 1.535e+12 8.170e+11 total 1.482e+13, time 1482 s
large Q: steps 8.140e+12 2.884e+12 1.535e+12 8.170e+11 total 1.338e+13, time 1338 s
large one-step: 1.947e+20 terms, 1.947e+10 s = 617 years
```
